# Ion path length with constant nuclear and square-root electronic stopping, part 2

An ion enters a target with kinetic energy \(E_0\) and slows down according to

\[
-\frac{dE}{dx}=S_n+k\sqrt E ,\qquad S_n>0,\quad k>0, \tag{1}
\]

where \(x\) is measured along the track, \(S_n\) is the constant nuclear stopping and \(k\) the electronic coefficient. Energies are in keV and lengths in nm. The model assumes continuous energy loss, a homogeneous, amorphous target, and an ion slow enough for electronic stopping to be proportional to speed, roughly \(v<Z_1^{2/3}\) in atomic units. The track length from entry to rest, which is a path length and not a depth, is

\[
R(E_0)=\frac{2\sqrt{E_0}}{k}-\frac{2S_n}{k^2}\ln\!\left(1+\frac{k\sqrt{E_0}}{S_n}\right). \tag{2}
\]

The first term is the purely electronic path \(R_e\). With the entry stopping ratio \(s=k\sqrt{E_0}/S_n\) and \(g(s)=s-\ln(1+s)\), the sensitivity of \(R\) to each parameter, the other two being fixed, follows from

\[
q=\frac{s\,g'(s)}{g(s)}=\frac{s^2}{(1+s)[s-\ln(1+s)]}, \tag{13}
\]

\[
\frac{\partial\ln R}{\partial\ln k}=q-2,\qquad
\frac{\partial\ln R}{\partial\ln S_n}=1-q,\qquad
\frac{\partial\ln R}{\partial\ln E_0}=\frac q2. \tag{14}
\]

The example is nitrogen implanted into iron at \(E_0=50\) keV, with the rough parameters \(S_n=0.22\) keV/nm and \(k=0.05\) keV\(^{1/2}\)/nm. Then \(s=1.607\), \(R_e=282.8\) nm and \(R=114.2\) nm. The two stopping powers are equal at the crossover energy \(E_x=(S_n/k)^2=19.36\) keV. With the same \(S_n\) and \(k\), the table of paths gives \(R=17.1\) nm at 5 keV and 31.2 nm at 10 keV.

The numerical output at the end also lists checks of the closed form: the path until the energy has fallen to \(E_0/4\), the third-order coefficient in the small-\(s\) series for \(R\), and the shortening \(R_e-R\) at \(s=1000\).

### Are the parameters reasonable?

Two published approximations place the parameters beside the real case. They are inputs for comparison and are not derived here. Let \(Z_1,M_1\) and \(Z_2,M_2\) be the atomic numbers and masses of ion and target atom, and \(N\) the atom density. Let \(a_0\) be the Bohr radius, \(v_0\) the atomic unit of velocity, and \(e^2\) the hartree energy times \(a_0\). The Lindhard–Scharff coefficient is

\[
k_{\rm LS}=\frac{8\pi e^2a_0N Z_1^{7/6}Z_2}
{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\sqrt{\frac2{M_1v_0^2}} .
\]

A rough iron cell edge of 0.287 nm, with two atoms per cubic cell, gives \(N=84.6\) nm\(^{-3}\) and \(k_{\rm LS}=0.0499\) keV\(^{1/2}\)/nm. The ion velocity at 50 keV is 0.379 atomic units, well below \(Z_1^{2/3}=3.66\).

The Ziegler–Biersack–Littmark (ZBL) universal nuclear stopping is

\[
S_{\rm ZBL}=4\pi aNZ_1Z_2e^2\frac{M_1}{M_1+M_2}\,s_n(\varepsilon),
\]

\[
a=\frac{0.8854a_0}{Z_1^{0.23}+Z_2^{0.23}},\qquad
\varepsilon=\frac{aM_2E}{Z_1Z_2e^2(M_1+M_2)},
\]

\[
s_n=\frac{\ln(1+1.1383\varepsilon)}
{2(\varepsilon+0.01321\varepsilon^{0.21226}+0.19593\varepsilon^{1/2})}.
\]

It gives 0.078, 0.183, 0.250 and 0.186 keV/nm at 0.1, 1, 10 and 50 keV. The constant 0.22 keV/nm is therefore a compromise, too high at three of these energies and too low at 10 keV. Replacing it by the ZBL function, with \(k\) fixed, changes the path from 114.2 to 116.5 nm, or by 2 %. Errors of opposite sign partly cancel in the integral. This small change at 50 keV does not justify the same constant at other energies: at 5 and 10 keV the ZBL function gives 20.6 and 33.6 nm, which is 20 % and 8 % above the values in the table.

The electronic coefficient was varied as well. A value 20 % lower gives 126.2 nm, and one 20 % higher gives 104.4 nm, with \(S_n\) fixed. Equation (13) gives \(q=1.527\), so (14) predicts a relative change in \(R\) of \(-0.47\) times that in \(k\), consistent with these shifts. The corresponding factor for \(S_n\) is \(1-q=-0.53\), so the path is about equally sensitive to the two parameters. The 20 % variation is a chosen trial, not an error bound for iron. Firsov's estimate of electronic stopping, another standard approximation, gives \(k\approx0.077\) keV\(^{1/2}\)/nm, about 54 % higher, and a path of 91 nm. The agreement with \(k_{\rm LS}\) therefore does not fix \(k\), and \(R\) is uncertain by tens of per cent.

### Random collisions with the same mean stopping

Nuclear energy loss comes in separate collisions, which also deflect the ion. To size both effects, let \(T\) be the energy transferred in a collision, \(\tau=T/E\), and \(\mu=M_2/M_1\).

If \(\mathbf p\) and \(\mathbf p'\) are the ion momenta before and after the collision, the target atom receives \(\mathbf p-\mathbf p'\). With deflection angle \(\phi\), the square of this vector is

\[
2M_2T=2M_1E+2M_1(E-T)-4M_1\sqrt{E(E-T)}\cos\phi .
\]

Division by \(2M_1E\) gives \(\mu\tau=2-\tau-2\sqrt{1-\tau}\cos\phi\), and hence

\[
\cos\phi=\frac{1-(1+\mu)\tau/2}{\sqrt{1-\tau}} . \tag{15}
\]

The condition \(\cos^2\phi\le1\) becomes

\[
1-(1+\mu)\tau+\frac{(1+\mu)^2\tau^2}{4}\le1-\tau .
\]

Cancelling 1 and dividing by \(\tau>0\) gives \(\tau\le\gamma\), where

\[
\gamma=\frac{4\mu}{(1+\mu)^2}.
\]

For nitrogen in iron, \(\mu=3.987\) and \(\gamma=0.641\).

Write \(T=\gamma Et\), with \(0<t\le1\). A collision law that produces constant nuclear stopping is

\[
N\,d\sigma=\frac{S_n}{2\gamma E}\,t^{-3/2}\,dt, \tag{16}
\]

where \(d\sigma\) is the cross section for transfers in \(dt\). Its mean loss per unit path is

\[
N\int T\,d\sigma=\frac{S_n}{2}\int_0^1t^{-1/2}dt=S_n .
\]

Equation (16) is a model: other collision laws can have the same mean loss but different deflections and spreads.

### Equations for mean path, spread and depth

Let \(\bar R(E)\) be the mean remaining path. Follow the ion over a short distance \(\delta x\). It travels \(\delta x\), loses \(k\sqrt E\,\delta x\) to electrons, and has probability \(N\,d\sigma\,\delta x\) of each collision. To first order,

\[
\bar R(E)=\delta x+\bar R(E)-k\sqrt E\,\bar R'(E)\,\delta x
-\delta x\int N\,d\sigma\,[\bar R(E)-\bar R(E-T)].
\]

Cancelling \(\bar R(E)\) and dividing by \(\delta x\) yields

\[
k\sqrt E\,\bar R'(E)+\int N\,d\sigma\,[\bar R(E)-\bar R(E-T)]=1. \tag{17}
\]

The number of very soft collisions in (16) is infinite. The derivation is therefore made with a small lower cutoff in \(t\), which is then removed. The integral converges because the bracket is proportional to \(T\) for small \(T\).

For the mean square path \(Q\), the square of \(\delta x\) plus the remaining path contains the cross term \(2\bar R\,\delta x\). Hence \(Q\) obeys (17) with the right side replaced by \(2\bar R\). The standard deviation is \(\sqrt{Q-\bar R^2}\).

Let \(D(E)\) be the mean displacement along the present direction of motion. After a collision, the mean remaining displacement points along the new direction, by symmetry about that direction. Its component along the old direction is \(\cos\phi\,D(E-T)\), so

\[
k\sqrt E\,D'(E)+\int N\,d\sigma\,[D(E)-\cos\phi\,D(E-T)]=1. \tag{18}
\]

For normal incidence, \(D(E_0)\) is the mean depth. The target is taken as unbounded, so an ion may cross the plane of entry and return; escape through a real surface is not included.

To solve these equations, put \(w=\sqrt{E/E_0}\) and expand the unknown as \(\sum_{j\ge2}c_jw^j\). Since \(dw/dE=1/(2E_0w)\), the electronic term acting on \(w^j\) gives \(kjw^{j-1}/(2\sqrt{E_0})\). With \(t=\eta^2\), the collision term gives

\[
\frac{S_n w^{j-2}}{2\gamma E_0}
\int_0^1\frac{2\left[1-C(1-\gamma\eta^2)^{j/2}\right]}{\eta^2}\,d\eta ,
\]

where \(C=1\) for the path equations and \(C=\cos\phi\) at \(\tau=\gamma\eta^2\) for depth. The coefficients follow from a linear least-squares fit of a finite number of powers at points \(0<w<1\). They should not be found by matching powers one by one: the ratio of successive coefficients then grows without bound, and that series diverges.

### Size of the neglected effects

With 14 powers, the mean path is 112.5 nm, its standard deviation 23.9 nm, and the mean depth 56.4 nm. Repeating the solution with 11 powers changed none of them by more than about one part in \(10^4\). A direct simulation of 6000 ions gave 112.8, 23.6 and 56.6 nm. It treated transfers with \(t<10^{-3}\) as continuous, averaged each deflection over azimuth, and stopped each ion at 0.05 keV.

For a very heavy ion, each collision takes a small fraction of the energy and hardly turns the ion. With \(\mu=0.001\) and the same \(S_n\), \(k\) and \(E_0\), (17) gave 114.19 nm, in agreement with the closed form.

The mean path for nitrogen is about 1.6 nm shorter than (2). An expansion explains the sign. To second order in \(T\), (17) becomes

\[
S\bar R'-\frac W2\bar R''\approx1,\qquad S=S_n+k\sqrt E,
\]

\[
W=N\int T^2d\sigma=\frac{S_n\gamma E}{2}\int_0^1t^{1/2}dt=\frac{\gamma S_nE}{3}.
\]

At leading order \(\bar R'=1/S\), so \(\bar R''=-S'/S^2<0\), because \(S\) rises with energy. The correction to \(\bar R'\) is \(W\bar R''/(2S)\), which is negative: random losses shorten the mean path in this model. Integrated from 0 to 50 keV, this second-order correction amounts to \(-1.4\) nm, most but not all of the shift.

Deflection has a much larger effect on depth. For small \(\tau\), (15) gives \(\cos\phi\approx1-\mu\tau/2\), so at a given fractional energy loss a heavier target atom turns the ion more. Here the mean depth is 0.49 of the closed-form path. With \(S_n\), \(k\) and \(E_0\) fixed, (18) gives ratios of 0.94, 0.82 and 0.20 for \(\mu=0.25\), 0.9 and 16.

### Use for real implantation

Of the neglected effects computed here, the largest appears when \(R\) is used as a depth: the model with deflections moves the number from 114 to 56 nm. The standard deviation of the path, 24 nm, shows that ions do not share one track length, but it is not the width of the depth profile, whose standard deviation in the same unbounded model is about 33 nm. In that model about 6 % of the ions cross the plane of entry; if a real surface removes them, the others stop at a mean depth of about 60 nm. These values depend on the collision law (16) and are model results, not measurements.

The very end of the track contributes little. Equation (2) assigns 0.43 nm to energies below 0.1 keV, where a constant \(S_n\) is poor. The ZBL stopping above, with the same \(k\), gives 2.4 nm for that piece, more than five times as much. Of this, 0.9 nm comes from below 10 eV and 1.3 nm from below 25 eV, where binding in the solid matters and neither formula can be trusted; ending both integrals at 10 to 25 eV lowers the excess quoted for 5 and 10 keV to about 15–13 % and 5–4 %. The difference, about 1.9 nm, is under 2 % of the path at 50 keV, but it is a much larger share at starting energies of a few keV.

Iron is crystalline, which breaks the amorphous assumption. An ion steered along an open channel largely avoids close nuclear collisions. Dropping the nuclear term at unchanged \(k\) would give 283 nm. This is neither a prediction nor a bound for a channeled ion, since electronic stopping in a channel can differ from \(k\sqrt E\) and the ion can leave the channel. At a dose of \(10^{17}\) cm\(^{-2}\) the implanted layer holds roughly 13 % nitrogen at its peak and is no longer pure iron; adding the ZBL and Lindhard–Scharff stopping atom by atom for a rough Fe\(_4\)N composition changes the path by less than 1 %. Removal of surface atoms by the beam and later diffusion of nitrogen also alter the final profile; neither is computed here.

An implementation should therefore return (2) as a path length, together with \(s\) and the energy range for which \(S_n\) was chosen. A depth requires (18) or another treatment of deflection. The main values used above are listed in the numerical output below.

## Computed values

```
Starting energy E0 = 50 keV
Nuclear stopping Sn = 0.22 keV/nm
Electronic coefficient k = 0.05 keV^0.5/nm
sqrt(E0) = 7.0711 keV^0.5
Electronic stopping at E0 = 0.3536 keV/nm
Stopping ratio s = 1.6071
ln(1+s) = 0.9582
Crossover energy Ex = 19.36 keV
Purely electronic path = 282.8 nm
Purely nuclear path = 227.3 nm
Prefactor 2Sn/k^2 = 176.0 nm
Logarithmic correction = -168.6 nm
Path length R = 114.2 nm = 0.1142 um
Ratio R/R_electronic = 0.4037
Nuclear energy loss = 25.12 keV
Electronic energy loss = 24.88 keV
Path until E0/4, equation of motion = 76.57 nm
Path until E0/4, closed form = 76.57 nm
Table: E0 (keV), s, electronic path (nm), R (nm), ratio
     5  0.508    89.4    17.1  0.191
    10  0.719   126.5    31.2  0.246
    20  1.016   178.9    55.5  0.310
    50  1.607   282.8   114.2  0.404
Third-order coefficient at s = 0.01: 0.3967
Shortening at s = 1000, unit Sn/k^2: 13.8175
ln(E0/Ex) at s = 1000: 13.8155
Nitrogen in iron, regime and neglected effects:
Iron cell edge (rough) = 0.287 nm
Atom density = 84.6 per nm^3
Mass ratio mu = 3.987, gamma = 0.641
Ion velocity at E0 = 0.379 a.u.
Velocity limit Z1^(2/3) = 3.66 a.u.
Lindhard-Scharff k = 0.0499 keV^0.5/nm
ZBL nuclear stopping at 0.1 keV = 0.078 keV/nm
ZBL nuclear stopping at 1 keV = 0.183 keV/nm
ZBL nuclear stopping at 10 keV = 0.250 keV/nm
ZBL nuclear stopping at 50 keV = 0.186 keV/nm
Path with ZBL nuclear stopping, same k = 116.5 nm
Path with k 20 % lower = 126.2 nm
Path with k 20 % higher = 104.4 nm
Path below 0.1 keV = 0.43 nm
Random collisions, mean path = 112.5 nm
Random collisions, path std. deviation = 23.9 nm
Random collisions, mean depth = 56.4 nm
Mean depth / closed-form path = 0.494
Simulation: path 112.8, std. deviation 23.6, depth 56.6 nm
Heavy-ion limit (mu = 0.001), mean path = 114.19 nm
```
